# Sigma delocalization in alkanes and polysilanes: shared spread, different energy gaps

## Question

Polysilanes are introduced to me as sigma-conjugated: their Si–Si bonding electrons are said to be delocalized along the chain, whereas those of an alkane sit in separate C–C bonds. But when I plot the filled Hartree–Fock orbitals of pentane, some of them run along the whole carbon backbone too. Is the plot misleading, or is the distinction wrong? And if alkanes have spread-out sigma orbitals as well, what is different about silicon?

## Answer

The plot is right, but it cannot carry the distinction. Canonical orbitals, the eigenfunctions of the Fock operator, spread over a row of bonds even if neighbouring bonds hardly interact, as long as the bonds differ in energy by much less than that interaction. What differs strongly between the two elements is the energy separation of filled and empty valence sigma levels. A small model shows why these are separate matters.

### One bond, then a chain

Let each atom of a backbone bond contribute one hybrid orbital, $|a\rangle$ or $|b\rangle$. Take the hybrids orthonormal, put their common energy at zero, and let $\langle a|F|b\rangle=v<0$, where $F$ is the Fock operator. Then $F|a\rangle=v|b\rangle$ and $F|b\rangle=v|a\rangle$, so

$$F\,\frac{|a\rangle\pm|b\rangle}{\sqrt2}=\pm v\,\frac{|a\rangle\pm|b\rangle}{\sqrt2}.$$

The plus combination is bonding, with energy $v=-|v|$. The minus combination is antibonding, with energy $+|v|$. They are $2|v|$ apart.

Now join $N$ such bonds. Bond $j$ has a left hybrid with coefficient $a_j$ and a right hybrid with coefficient $b_j$. The right hybrid of bond $j-1$ and the left hybrid of bond $j$ sit on the same atom, and their coupling is $g<0$ with $|g|<|v|$. More distant couplings and the X–H bonds are left out for now (X is C or Si). The eigenvalue equations are

$$E a_j=v b_j+g b_{j-1},\qquad E b_j=v a_j+g a_{j+1},$$

with $b_0=0$ and $a_{N+1}=0$, because the chain ends there. Multiply the second equation by $E$ and insert the first:

$$E^2b_j=v(vb_j+gb_{j-1})+g(vb_{j+1}+gb_j)=(v^2+g^2)b_j+vg(b_{j+1}+b_{j-1}).$$

Try $b_j=\sin(j\theta)$, which satisfies $b_0=0$. Since $\sin((j+1)\theta)+\sin((j-1)\theta)=2\cos\theta\sin(j\theta)$,

$$E^2=v^2+g^2+2vg\cos\theta .$$

The other end fixes $\theta$. Extending the first equation to $j=N+1$ and requiring $a_{N+1}=0$ gives

$$v\sin((N+1)\theta)+g\sin(N\theta)=0.$$

To count the solutions, divide by $v$, set $r=g/v$ with $0<r<1$, and call the left side $f(\theta)$. At $\theta=k\pi/(N+1)$ the first sine vanishes and $N\theta=k\pi-\theta$, so $f=-(-1)^k r\sin\theta$. At $\theta=k\pi/N$, for $k<N$, the second sine vanishes and $f=(-1)^k\sin\theta$. The signs are opposite, so a root lies between. For $k=N$ the upper point is $\pi$, where $f=0$ trivially; just below it, at $\pi-\epsilon$, $f\approx(-1)^N\epsilon\,(N+1-rN)$, again opposite in sign to the lower point. These intervals do not overlap, so there are $N$ roots. Each gives one negative and one positive $E$, which accounts for all $2N$ levels.

With two electrons per bond, the $N$ negative levels are filled. The gap is set by the smallest $|E|$, hence by the largest $\theta$. That root exceeds $N\pi/(N+1)$ and tends to $\pi$ in a long chain, where $E^2\to(|v|-|g|)^2$. Therefore

$$\text{gap}\;\to\;2\,(|v|-|g|).$$

A smaller coupling inside the bond narrows the gap. A larger coupling between bonds also narrows it.

### Why spread does not measure coupling

Let $g\to0$. The end condition becomes $\sin((N+1)\theta)=0$, so $\theta=k\pi/(N+1)$ with $k=1,\dots,N$. For a filled level $E\to v$, and the first chain equation gives $a_j\to b_j$. The weight of bond $j$ is proportional to $\sin^2(j\theta)$.

To normalize it, use $\sin^2x=(1-\cos2x)/2$. The sum of $\cos(2j\theta)$ over $j=0,\dots,N$ vanishes, so over $j=1,\dots,N$ it is $-1$, and $\sum_j\sin^2(j\theta)=(N+1)/2$. Thus

$$w_j=\frac{2}{N+1}\sin^2\!\left(\frac{jk\pi}{N+1}\right).$$

The coupling $g$ has disappeared. A useful count of the bonds covered is the participation number $P=(\sum_jw_j)^2/\sum_jw_j^2$, which is 1 for an orbital on one bond and $N$ for uniform weights. With $\sin^4x=(3-4\cos2x+\cos4x)/8$, and with the $\cos4x$ sum also equal to $-1$,

$$\sum_j\sin^4(j\theta)=\frac{3N+4-1}{8}=\frac{3(N+1)}{8},\qquad P=\frac{2(N+1)}{3}.$$

The exception is $k=(N+1)/2$, where every $\cos(4j\theta)$ equals 1 and $P=(N+1)/2$. For four bonds $P=10/3$, however small $g$ is. Numerical diagonalization with $g/v=0.001$ gives 3.33.

The reason is degeneracy. In this chain, two neighbouring bonding orbitals are coupled by $t=g/2$, because one pair of hybrids contributes and each carries a factor $1/\sqrt2$. Among bonds of equal energy, $t$ sets the spacing of the levels but not the shape of the orbitals.

The equality of the bonds is essential. Let two bonding orbitals differ in energy by $\delta$. The rotation by an angle $\chi$ that diagonalizes their $2\times2$ matrix satisfies $|\tan2\chi|=2|t/\delta|$. If $|\delta|\ll2|t|$, then $\chi\approx45^\circ$ and the orbital is shared equally. If $|\delta|\gg2|t|$, the weight on the other bond is only about $(t/\delta)^2$. In the four-bond chain with $g/v=0.001$, lowering both end bonds by $0.1|v|$ confines the top filled orbital to the two inner bonds, with $P=2.00$.

### The same electrons in localized orbitals

For the electrons of one spin, the Hartree–Fock wavefunction is a determinant of filled orbitals $\phi_i$. Replace them by $\phi_i'=\sum_jU_{ij}\phi_j$ with $U$ real and orthogonal. The matrix of orbital values is multiplied by $U$, so

$$\det[\phi_i'(x_m)]=\det U\,\det[\phi_i(x_m)]=\pm\det[\phi_i(x_m)].$$

The density, the energy and every other ground-state expectation value are unchanged. Spread canonical orbitals and localized bond orbitals can describe the same state. A spread orbital is therefore not evidence that the ground-state electrons are mobile.

Canonical orbitals do have a use of their own. If an electron is removed and the other orbitals are frozen, each canonical energy gives, with reversed sign, an ionization energy, and the hole has the shape of that orbital. This holds for alkanes as well as silanes. Whether a real hole stays spread depends on how $t$ compares with energy differences between bonds, including those created when the nuclei relax around the hole.

### Pentane and pentasilane

I compared C₅H₁₂ and Si₅H₁₂ by Hartree–Fock in the def2-SVP basis, with density-fitted two-electron integrals. Both chains are all-anti with tetrahedral angles. The chosen bond lengths are 0.153 nm (C–C), 0.235 nm (Si–Si), 0.109 nm (C–H) and 0.148 nm (Si–H).

To obtain hybrids, I built a minimal set of atom-centred orbitals that contains the whole occupied space. The block of the density matrix between two bonded atoms was decomposed into singular vectors; the leading pair gives the two hybrids of that bond. After orthonormalization, Fock matrix elements between them give $v$ and $g$, averaged over the chain. In ethane and disilane, going to def2-TZVP changes $v$ by only 0.01 eV. I did not repeat the five-atom chains in a larger basis, so the last digits of $g$ and of the gaps below describe this basis and are not converged molecular values.

| Quantity | Pentane | Pentasilane |
|---|---:|---:|
| $v$ (eV) | −18.4 | −11.2 |
| $g$ (eV) | −0.98 | −1.91 |
| Participation, top filled orbital | 3.86 | 3.91 |
| Gap, ideal chain (eV) | 35.3 | 19.4 |
| Gap, projected backbone (eV) | 29.3 | 16.2 |
| Gap, full valence space (eV) | 25.5 | 14.7 |

"Top filled orbital" here means the highest one that is even under reflection in the chain plane, since the backbone hybrids are even. Its weights on the four bonds are 0.160, 0.235, 0.235, 0.160 in pentane and 0.193, 0.265, 0.265, 0.193 in pentasilane. The weights sum to 0.79 and 0.92; the rest lies outside the backbone hybrids, and the participation number is unaffected by that common factor. Mirror symmetry alone would require only $P\ge2$. Both orbitals cover nearly the whole backbone.

They are in fact more uniform than the weak-coupling chain, for which $P=3.33$. I have not traced the cause of this extra uniformity. The bonds are certainly well matched: inner and end bonding orbitals differ by 0.01 eV in pentane and 0.05 eV in pentasilane, against $|g|/2$ of 0.49 and 0.96 eV. In the molecules the coupling between bonds is larger still, because hybrid pairs left out of the ideal chain also contribute. Between neighbouring bond orbitals, obtained by Boys localization of the filled valence orbitals, it is about 2.7 eV in pentane and 1.9 eV in pentasilane, so the filled bonds interact more strongly in the alkane.

The localized description works equally well for both. The simple function $(|a\rangle+|b\rangle)/\sqrt2$ holds at least 1.987 electrons in every backbone bond of either molecule, out of a possible 2.

### Where silicon's smaller gap comes from

For an infinite ideal chain the two estimates are

$$2(18.446-0.978)=34.9\ \text{eV},\qquad 2(11.208-1.911)=18.6\ \text{eV}.$$

The four-bond values are 35.3 and 19.4 eV, a difference of 15.9 eV. Exchanging one parameter at a time shows its origin. Pentane's chain with silicon's $v$ but carbon's $g$ has a gap of 20.9 eV, a fall of 14.5 eV. With silicon's $g$ but carbon's $v$ the gap is 33.8 eV, a fall of 1.5 eV. In the ideal chain, the smaller coupling inside the bond does about nine tenths of the work.

There is still something real in silicon's reputation for conjugation. In this model, lengthening the chain from one bond to infinity lowers the gap from $2|v|$ by the fraction $|g/v|$: 5% for carbon and 17% for silicon. Keeping all couplings among the backbone hybrids, here taken from Boys-localized bonds, reduces the contrast: from one bond to four, the gap falls by roughly 20% for carbon and 30% for silicon. The difference is one of degree, and it shows in the energies while the orbital spread is nearly the same.

The ideal chain is not quantitative. The projected-backbone gap keeps all Fock elements among the eight backbone hybrids, including distant couplings and unequal hybrid energies. The ideal chain overestimates it by about 20% for both elements. In pentane this 6 eV error exceeds the whole effect of $g$, so the 5% and 17% above belong to the model and should not be read as measured chain-length shifts. The ordering of the gaps survives. The projected values also depend on how the hybrids are defined: taking them from Boys-localized bonds gives 26.3 and 13.4 eV instead of 29.3 and 16.2 eV.

The full valence space adds the X–H bonds. Its gap in the table is taken between the highest filled and lowest empty levels of backbone symmetry, that is, even under reflection in the chain plane. Here the word "sigma" needs care. The lowest empty valence level of backbone symmetry has 85% of its weight on the backbone hybrids in pentasilane, but only 11% in pentane. In pentane it lies mostly outside the C–C hybrids. The projected gap is thus the better comparison of C–C with Si–Si bonds, while the full gap also reflects the X–H bonds.

A direct trial of the cause is to weaken the coupling without changing the element. I stretched every C–C bond of pentane by 15%, to 0.176 nm, holding the angles and C–H lengths fixed. The coupling $v$ went from −18.4 to −13.8 eV, and the projected gap fell from 29.3 to 21.8 eV. The full valence gap fell from 25.5 to 20.9 eV. The magnitude of $g$ rose as well, from 0.98 to 1.62 eV, but the change in $2|v|$ is 9.3 eV and that in $2|g|$ only 1.3 eV.

"Weaker bond" here means smaller $|v|$. Dissociation energy is a different quantity, since it compares total energies of a molecule and its fragments. Silicon's bond happens to be weaker in that sense too: splitting X₂H₆ into two XH₃ radicals with frozen geometries costs 4.8 eV for ethane and 3.2 eV for disilane. These are all-electron second-order perturbation (MP2) values in the same basis, without correction for basis-set superposition. In def2-TZVP they rise to 4.9 and 3.4 eV, so the order is safe but the last digit is not.

### From orbital gaps to real materials

None of these gaps is an absorption energy. Long polysilanes absorb in the near ultraviolet, very roughly at 3–4 eV, while alkanes need vacuum-ultraviolet light, roughly 7 eV or more. The Hartree–Fock gaps lie far above both. Part of the reason is that an excited electron is attracted to the hole it leaves. For the single pair of orbitals $i\to a$ that defines the full gap, the singlet excitation energy is

$$E_{i\to a}=\varepsilon_a-\varepsilon_i-J_{ia}+2K_{ia},$$

where $J_{ia}$ is the Coulomb and $K_{ia}$ the exchange integral. This lowers 25.5 to 19.2 eV for pentane and 14.7 to 9.8 eV for pentasilane, still too high. The choice of mean field also matters a great deal: a B3LYP Fock operator, built once from the Hartree–Fock density and projected on the same hybrids, gives backbone gaps of 18.6 and 9.4 eV. Such corrections overlap and should not be added. Real polysilanes are also longer, carry organic side groups and need not be all-anti. Turning pentasilane to all-gauche, with lengths and angles fixed, raises its projected gap by 1.3 eV, from 16.2 to 17.5 eV.

For alkanes there is a further obstacle. The lowest empty canonical orbital of pentane lies at 4.8 eV, far below the empty valence level at 13.7 eV. Adding one diffuse s and one diffuse p shell (exponent 0.04 bohr⁻²) to each carbon lowers it to 2.1 eV, while the valence level moves by only 0.02 eV. In the enlarged basis nearly half of that lowest orbital lies outside the space spanned by def2-SVP. It thus has a strong diffuse part, and its positive energy does not represent a bound extra electron. An alkane's absorption edge therefore cannot be read as a C–C bonding-to-antibonding gap.

So your plot of pentane is sound. To compare it with a polysilane, look at the level energies and at what the empty orbitals are made of; the length of the filled orbitals will tell you little.

All numerical values are calculated from the stated model.
